# Sampling subgap states from multitemperature transistor data: mobility, flat band and traps: a numerical check

```python
# RESULT UNDER TEST
# Sheet conductance G(V_G, T) of an amorphous-oxide transistor with an
# exponential band tail is inverted by Markov-chain Monte Carlo.
# In the trap-limited regime, ln N -> ln N + d with V_FB -> V_FB + E0*d
# changes ln G by -(E0/kT)*d: one temperature cannot separate mobility from
# trap density, several can, and a mobility barrier mimics extra traps.
# Symbols: mu band mobility (cm2/Vs), N total tail density (cm^-3),
# E0 tail slope energy (meV in the parameter vector), V_FB flat-band voltage,
# u local Fermi energy minus band edge (eV), F field (V/cm),
# P integral of carrier density over u (eV cm^-3), S free sheet charge (C/cm2).
# Parameter vector: (ln mu, ln N, E0 in meV, V_FB in V).
import numpy as np
from numpy.polynomial import chebyshev as cheb
from numpy.polynomial.hermite_e import hermegauss
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import least_squares
from scipy.special import expit, ai_zeros

rng = np.random.default_rng(12)
q = sc.e
temps = np.array([240.0, 280.0, 320.0, 360.0])
kT = sc.k * temps / q
mass_ratio = 0.34
mass = mass_ratio * sc.m_e
eps = 10.0 * sc.epsilon_0 * 1e-2            # F/cm
oxide_nm = 100.0
cap = 3.9 * sc.epsilon_0 * 1e-2 / (oxide_nm * 1e-7)   # F/cm2
band_density = 2e-6 * (2 * np.pi * mass * sc.k * temps / sc.h**2) ** 1.5
u_flat = -0.45
gate = np.arange(3.5, 10.51, 0.5)
noise = 0.02
truth = np.array([np.log(15.0), np.log(1e19), 40.0, 0.5])
low = np.array([np.log(1.0), np.log(1e17), 26.0, -3.0])
high = np.array([np.log(200.0), np.log(1e21), 62.0, 3.0])

# ---------- tables on a grid of local Fermi level ----------
step_u = 0.0025
u = -0.6 + step_u * np.arange(305)
first = int(np.argmin(abs(u + 0.42)))       # start of interpolation range
gx, gw = np.polynomial.legendre.leggauss(160)
root_e, root_w = 4 * (gx + 1), 4 * gw       # square root of energy / kT
band_w = 4 / np.sqrt(np.pi) * root_e**2 * root_w
eta = u[None, :, None] / kT[:, None, None] - root_e**2
n_free = band_density[:, None] * (expit(eta) @ band_w)
P_free = (band_density * kT)[:, None] * (np.logaddexp(0, eta) @ band_w)

px, pw = np.polynomial.legendre.leggauss(8)
edges = np.linspace(-1.6, 0, 33)
half_panel = (edges[1] - edges[0]) / 2
E_tail = ((edges[:-1] + half_panel)[:, None] + half_panel * px).ravel()
w_tail = np.tile(half_panel * pw, 32)
n_cheb = 24
inv_mid = (1000 / low[2] + 1000 / high[2]) / 2
inv_half = (1000 / low[2] - 1000 / high[2]) / 2
nodes = cheb.chebpts1(n_cheb)
inv_nodes = inv_mid + inv_half * nodes      # 1/E0 in 1/eV
soft = kT[:, None, None] * np.logaddexp(
    0, (u[None, :, None] - E_tail) / kT[:, None, None])
tail_w = w_tail[:, None] * np.exp(E_tail[:, None] * inv_nodes) * inv_nodes
log_table = np.log(soft @ tail_w).reshape(-1, n_cheb).T
coef = cheb.chebfit(nodes, log_table, n_cheb - 1)


def channel(theta):
    """Field and free sheet charge for every surface level on the grid."""
    theta = np.atleast_2d(theta)
    x = (1000 / theta[:, 2] - inv_mid) / inv_half
    P_tail = np.exp(cheb.chebvander(x, n_cheb - 1) @ coef)
    P_tail = P_tail.reshape(-1, len(temps), len(u))
    P = P_free + np.exp(theta[:, 1])[:, None, None] * P_tail
    F = np.sqrt(2 * q * P / eps)
    f = q * n_free / F
    seg = 0.5 * step_u * (f[..., 1:] + f[..., :-1])
    seg[..., 1:-1] += step_u / 24 * (
        f[..., 1:-2] + f[..., 2:-1] - f[..., :-3] - f[..., 3:])
    below = f[..., :1] * step_u / np.log(f[..., 1:2] / f[..., :1])
    S = np.concatenate([below, below + np.cumsum(seg, axis=-1)], axis=-1)
    return F, S


def interpolate(x, X, Y):
    """Four-point interpolation along the last axis."""
    x = np.clip(x, X[..., :1], X[..., -1:])
    c = np.clip((X[:, :, None, :] < x[..., None]).sum(-1), 2, X.shape[-1] - 2)
    xs = [np.take_along_axis(X, c - 2 + m, -1) for m in range(4)]
    ys = [np.take_along_axis(Y, c - 2 + m, -1) for m in range(4)]
    total = 0.0
    for a in range(4):
        term = ys[a]
        for b in range(4):
            if b != a:
                term = term * (x - xs[b]) / (xs[a] - xs[b])
        total = total + term
    return total


def log_conductance(theta):
    theta = np.atleast_2d(theta)
    F, S = channel(theta)
    drive = u[first:] - u_flat + eps * F[..., first:] / cap
    x = np.log(gate[None, None, :] - theta[:, 3][:, None, None])
    y = interpolate(x, np.log(drive), np.log(S[..., first:]))
    return y + theta[:, 0][:, None, None]


fd_steps = np.array([0.01, 0.005, 0.05, 0.005])


def jacobian(theta):
    shifts = np.diag(fd_steps)
    y = log_conductance(np.vstack([theta + shifts, theta - shifts]))
    y = y.reshape(8, -1)
    return ((y[:4] - y[4:]) / (2 * fd_steps[:, None])).T


guess = np.array([np.log(8.0), np.log(5e18), 45.0, 0.0])


def fit(y, start=guess):
    return least_squares(
        lambda t: (log_conductance(t)[0] - y).ravel() / noise, start,
        jac=lambda t: jacobian(t) / noise, bounds=(low, high),
        x_scale='jac', xtol=1e-10, ftol=1e-10, gtol=1e-10).x


# ---------- test: Poisson equation integrated in space ----------
e_fine = -(np.arange(3000) + 0.5) * 5e-4
r_step = np.sqrt(1.5) / 800
r_fine = (np.arange(800) + 0.5) * r_step
iT = 1
E0_true = truth[2] / 1000
tail_dos = np.exp(truth[1] + e_fine / E0_true) / E0_true * 5e-4
band_dos = (band_density[iT] * 4 / np.sqrt(np.pi) * r_fine**2 * r_step
            / kT[iT] ** 1.5)


def poisson(x, state):
    free = band_dos @ expit((state[0] - r_fine**2) / kT[iT])
    trapped = tail_dos @ expit((state[0] - e_fine) / kT[iT])
    return [state[1], q * (free + trapped) / eps, q * free]


i_end = int(np.argmin(abs(u + 0.05)))


def reached(x, state):
    return state[0] - u[i_end]


reached.terminal = True
reached.direction = 1
path = solve_ivp(poisson, (0, 1), [-0.6, 0.0, 0.0], method='DOP853',
                 rtol=1e-8, atol=[1e-9, 1e-4, 1e-18], events=reached)
end_state = path.y_events[0][0]
F_true, S_true = channel(truth)
err_F = abs(F_true[0, iT, i_end] / end_state[1] - 1)
err_S = abs(S_true[0, iT, i_end] / end_state[2] - 1)
assert err_F < 1e-3 and err_S < 1e-3

# ---------- tests of the trap-limited law ----------
deep = np.array([0.0, np.log(1e21), 45.0, 0.5])
E0_deep = 0.045
alpha = E0_deep / kT
F_deep, S_deep = channel(deep)
i_deep = int(np.argmin(abs(u + 0.30)))
a0 = alpha[0]
theta_occ = (np.pi / a0) / np.sin(np.pi / a0)
charge = eps * F_deep[0, 0, i_deep]
law = (q * band_density[0] * eps * kT[0] / (1 - 1 / (2 * a0))
       * (2 * q * eps * E0_deep * 1e21 * theta_occ) ** (-a0)
       * charge ** (2 * a0 - 1))
err_law = abs(law / S_deep[0, 0, i_deep] - 1)
assert err_law < 5e-3

d = 0.5
moved = deep + np.array([0, d, 0, E0_deep * d])
change = log_conductance(moved)[0] - log_conductance(deep)[0]
err_shift = np.max(abs(change + alpha[:, None] * d))
# tolerance: the tail ends at the band edge, felt most at the highest T
assert err_shift < 0.03

J_deep = jacobian(deep)
L_deep = J_deep.T @ J_deep
rho_deep = -L_deep[0, 1] / np.sqrt(L_deep[0, 0] * L_deep[1, 1])
rho_law = alpha.mean() / np.sqrt((alpha**2).mean())
# tolerance: surface potential and band-edge cutoff are absent from the law
assert abs((1 - rho_deep) / (1 - rho_law) - 1) < 0.25

# ---------- synthetic data, fit and local covariance ----------
clean = log_conductance(truth)[0]
data = clean + noise * rng.standard_normal(clean.shape)
best = fit(data)
J_best = jacobian(best)
cov_lin = np.linalg.inv(J_best.T @ J_best / noise**2)
chol = np.linalg.cholesky(cov_lin)
chi2 = np.sum((log_conductance(best)[0] - data) ** 2) / noise**2


def log_posterior(theta):
    inside = np.all((theta > low) & (theta < high), axis=1)
    value = np.full(len(theta), -np.inf)
    if inside.any():
        r = (log_conductance(theta[inside]) - data) / noise
        value[inside] = -0.5 * np.sum(r**2, axis=(1, 2))
    return value


# ---------- Metropolis sampling ----------
n_chain, n_step, n_burn = 12, 4500, 500
state = best + 2 * rng.standard_normal((n_chain, 4)) @ chol.T
state = np.clip(state, low + 1e-3, high - 1e-3)
lp = log_posterior(state)
samples = np.empty((n_step, n_chain, 4))
accepted = 0
for k in range(n_step):
    trial = state + 1.19 * rng.standard_normal((n_chain, 4)) @ chol.T
    lp_trial = log_posterior(trial)
    take = np.log(rng.random(n_chain)) < lp_trial - lp
    state = np.where(take[:, None], trial, state)
    lp = np.where(take, lp_trial, lp)
    samples[k] = state
    accepted += take.sum()
samples = samples[n_burn:]
flat = samples.reshape(-1, 4)
mean, cov = flat.mean(0), np.cov(flat.T)
sd = np.sqrt(np.diag(cov))
corr = cov / np.outer(sd, sd)
prec = np.linalg.inv(cov)
partial = -prec / np.sqrt(np.outer(np.diag(prec), np.diag(prec)))


def autocorrelation_time(x):
    n = len(x)
    ft = np.fft.rfft(x - x.mean(), 2 * n, axis=0)
    acf = np.fft.irfft(abs(ft) ** 2, axis=0)[:n].mean(1)
    tau = 2 * np.cumsum(acf / acf[0]) - 1
    return tau[np.argmax(np.arange(n) >= 5 * tau)]


tau = max(autocorrelation_time(samples[:, :, p]) for p in range(4))
half = len(samples) // 2
split = np.concatenate([samples[:half], samples[half:2 * half]], axis=1)
within = split.var(axis=0, ddof=1).mean(0)
between = split.mean(0).var(axis=0, ddof=1)
rhat = np.sqrt((half - 1) / half + between / within).max()
assert rhat < 1.04
assert np.all(abs(mean - truth) < 4 * sd)
assert partial[0, 1] > 0 and partial[0, 3] > 0 and partial[1, 3] < 0

# ---------- test: deterministic integration of the posterior ----------
hx, hw = hermegauss(9)
z = np.stack(np.meshgrid(hx, hx, hx, hx, indexing='ij'), -1).reshape(-1, 4)
wz = np.einsum('i,j,k,l->ijkl', hw, hw, hw, hw).ravel()
points = best + 1.1 * z @ chol.T
lp_grid = np.concatenate([log_posterior(points[i:i + 500])
                          for i in range(0, len(points), 500)])
log_ratio = lp_grid + 0.5 * np.sum(z**2, axis=1)
weight = wz * np.exp(log_ratio - log_ratio.max())
weight /= weight.sum()
mean_q = weight @ points
cov_q = (points - mean_q).T @ (weight[:, None] * (points - mean_q))
sd_q = np.sqrt(np.diag(cov_q))
err_mean = np.max(abs(mean - mean_q) / sd_q)
err_sd = np.max(abs(sd / sd_q - 1))
err_corr = np.max(abs(corr - cov_q / np.outer(sd_q, sd_q)))
# tolerances: several Monte Carlo standard errors of the chains
assert err_mean < 0.12 and err_sd < 0.08 and err_corr < 0.03

# ---------- test: scatter of repeated experiments ----------
repeats = np.array([fit(clean + noise * rng.standard_normal(clean.shape),
                        truth) for _ in range(80)])
scatter = repeats.std(axis=0, ddof=1) / sd
assert np.all((scatter > 0.7) & (scatter < 1.4))

# ---------- one temperature against four, equal number of readings ----------
J_true = jacobian(truth)
cov_true = np.linalg.inv(J_true.T @ J_true / noise**2)
sd_true = np.sqrt(np.diag(cov_true))
J_one = J_true.reshape(len(temps), len(gate), 4)[iT]
cov_one = np.linalg.inv(len(temps) * J_one.T @ J_one / noise**2)
sd_one = np.sqrt(np.diag(cov_one))
assert sd_one[0] > 3 * sd_true[0] and sd_one[1] > 3 * sd_true[1]

# ---------- best determined energy of the density of states ----------
energy = np.linspace(-0.3, 0, 301)
log_dos = (flat[::10, 1:2] - np.log(flat[::10, 2:3] / 1000)
           + 1000 * energy / flat[::10, 2:3])
sd_dos = log_dos.std(axis=0)
i_dos = int(np.argmin(sd_dos))

# ---------- neglected effects ----------
P_true = eps * F_true[0] ** 2 / (2 * q)
lx, lw = np.polynomial.legendre.leggauss(60)


def finite_film(thickness_cm):
    """ln G of a film with zero field at its back face."""
    result = np.empty_like(clean)
    surface = np.linspace(-0.22, 0.08, 41)
    for t in range(len(temps)):
        sp_P = CubicSpline(u, np.log(P_true[t]))
        sp_n = CubicSpline(u, np.log(n_free[t]))

        def profile(back):
            width = np.sqrt(surface - back)[:, None]
            w = width * (lx + 1) / 2
            level = back[:, None] + w**2
            diff = np.exp(sp_P(level)) - np.exp(sp_P(back))[:, None]
            dx = w * width * lw / np.sqrt(2 * q * diff / eps)
            return dx.sum(1), (q * np.exp(sp_n(level)) * dx).sum(1)

        lo, hi = np.full(41, -0.59), surface - 1e-3
        for _ in range(45):
            mid = (lo + hi) / 2
            too_thick = profile(mid)[0] > thickness_cm
            lo = np.where(too_thick, mid, lo)
            hi = np.where(too_thick, hi, mid)
        back = (lo + hi) / 2
        sheet = profile(back)[1]
        Fs = np.sqrt(2 * q * (np.exp(sp_P(surface)) - np.exp(sp_P(back))) / eps)
        drive = surface - u_flat + eps * Fs / cap
        result[t] = CubicSpline(np.log(drive), np.log(sheet))(
            np.log(gate - truth[3]))
    return result + truth[0]


err_thick = np.max(abs(finite_film(1e-4) - clean))
assert err_thick < 3e-3
film_nm, contact, length_um = 80.0, 20.0, 50.0
drift, barrier = -0.5e-3, 0.010
d_film = finite_film(film_nm * 1e-7) - clean
d_contact = -np.log1p(contact * np.exp(clean) / (length_um * 1e-4))
d_drift = np.array([log_conductance(truth + np.array(
    [0, 0, 0, drift * (T - 300)]))[0, t] for t, T in enumerate(temps)]) - clean
d_barrier = -barrier / kT[:, None] * np.ones_like(clean)
effects = [('film thickness', d_film), ('contact resistance', d_contact),
           ('V_FB drift', d_drift), ('mobility barrier', d_barrier)]
shifts, misfits = [], []
for name, dy in effects:
    refit = fit(clean + dy, truth)
    shifts.append(refit - truth)
    misfits.append(np.sqrt(np.mean(
        (log_conductance(refit)[0] - clean - dy) ** 2)) / noise)
linear = cov_true @ J_true.T @ d_contact.ravel() / noise**2
gap = np.linalg.norm((shifts[1] - linear) / sd_true)
assert gap < 0.15 * np.linalg.norm(linear / sd_true) + 0.03

# ---------- state of the channel at the ends of the gate range ----------
logdrive = np.log(u[first:] - u_flat + eps * F_true[..., first:] / cap)
xg = np.log(gate - truth[3])[None, None, :]
F_gate = np.exp(interpolate(xg, logdrive, np.log(F_true[..., first:])))[0, iT]
level = np.broadcast_to(u[first:], logdrive.shape)
u_gate = interpolate(xg, logdrive, level)[0, iT]
G_gate = np.exp(clean[iT])
free_part = G_gate / np.exp(truth[0]) / (eps * F_gate)
slope = -J_true.reshape(len(temps), len(gate), 4)[iT, :, 3]
mu_fe = G_gate * slope / cap
subband = (-ai_zeros(1)[0][0] * (sc.hbar**2 / (2 * mass)) ** (1 / 3)
           * (q * F_gate * 100) ** (2 / 3) / q)
tau_scatter = np.exp(truth[0]) * 1e-4 * mass / q
broadening = sc.hbar / tau_scatter / q

# ---------- report ----------
print('temperatures:', temps, 'K')
print(f'gate voltages: {gate[0]:.1f} to {gate[-1]:.1f} V, {len(gate)} values')
print(f'noise of ln G: {noise:.3f}; oxide {oxide_nm:.0f} nm, '
      f'C = {cap*1e9:.2f} nF/cm2')
print(f'relative permittivity of film {eps/(sc.epsilon_0*1e-2):.1f}, '
      f'mass ratio {mass_ratio}, flat-band level {u_flat} eV')
print(f'true mu {np.exp(truth[0]):.1f} cm2/Vs, N {np.exp(truth[1]):.2e} cm^-3, '
      f'E0 {truth[2]:.1f} meV, V_FB {truth[3]:.2f} V')
print('prior box low : mu %.0f cm2/Vs, N %.0e cm^-3, E0 %.0f meV, V_FB %.0f V'
      % (np.exp(low[0]), np.exp(low[1]), low[2], low[3]))
print('prior box high: mu %.0f cm2/Vs, N %.0e cm^-3, E0 %.0f meV, V_FB %.0f V'
      % (np.exp(high[0]), np.exp(high[1]), high[2], high[3]))
print('E0/kT in example:', np.round(E0_true / kT, 3))
for t, T in enumerate(temps):
    print(f'G at {T:.0f} K, lowest and highest gate: '
          f'{np.exp(clean[t,0])*1e6:.4f}, {np.exp(clean[t,-1])*1e6:.4f} uS')
for g in (0, -1):
    print(f'{temps[iT]:.0f} K, {gate[g]:.1f} V: surface level {u_gate[g]:.3f} eV,'
          f' free charge share {free_part[g]:.3f}, mu_FE {mu_fe[g]:.2f} cm2/Vs')
print(f'Poisson test, relative error of F and S: {err_F:.1e}, {err_S:.1e}')
print(f'trap-limited law, relative error: {err_law:.1e}')
print(f'degenerate shift, largest error of ln G: {err_shift:.4f} for d = {d}')
print(f'trap-limit partial corr(mu,N): model {rho_deep:.4f}, law {rho_law:.4f}')
print(f'chi-square at best fit: {chi2:.1f} for {data.size} data, 4 parameters')
labels = ['ln mu', 'ln N', 'E0 (meV)', 'V_FB (V)']
for p in range(4):
    print(f'posterior {labels[p]}: mean {mean[p]:.3f}, sd {sd[p]:.3f}, '
          f'true {truth[p]:.3f}')
print(f'posterior centre: mu {np.exp(mean[0]):.2f} cm2/Vs, '
      f'N {np.exp(mean[1]):.2e} cm^-3')
short = ['mu', 'N', 'E0', 'V_FB']
for i in range(4):
    for j in range(i + 1, 4):
        print(f'correlation {short[i]},{short[j]}: marginal {corr[i,j]:+.3f}, '
              f'partial {partial[i,j]:+.3f}')
print(f'chains {n_chain}, kept steps {len(samples)}, '
      f'acceptance {accepted/(n_chain*n_step):.3f}')
print(f'largest autocorrelation time {tau:.1f} steps, '
      f'effective samples {len(flat)/tau:.0f}, R-hat {rhat:.4f}')
print(f'chain vs quadrature: mean {err_mean:.3f} sd, '
      f'sd {err_sd:.3f} relative, correlation {err_corr:.4f}')
print('repeated experiments, scatter / posterior sd:', np.round(scatter, 2))
print('linearised sd, four T :', np.round(sd_true, 3), '(ln mu, ln N, meV, V)')
print(f'linearised sd, {temps[iT]:.0f} K only:', np.round(sd_one, 3), '(same)')
print(f'sd of ln g at band edge {sd_dos[-1]:.3f}; smallest {sd_dos[i_dos]:.3f} '
      f'at {energy[i_dos]:.3f} eV')
print(f'neglected: film {film_nm:.0f} nm, contact {contact:.0f} ohm cm, '
      f'channel {length_um:.0f} um')
print(f'neglected: V_FB drift {drift*1e3:.1f} mV/K, barrier {barrier*1e3:.0f} meV')
print('shifts below in linearised sd of (ln mu, ln N, E0, V_FB)')
for (name, dy), s, m in zip(effects, shifts, misfits):
    print(f'{name}: {np.round(s/sd_true, 2)}, rms misfit/noise {m:.3f}')
print(f'barrier: shift of ln N {shifts[3][1]:.3f}, '
      f'trap-limit rule {barrier/E0_true:.3f}')
print(f'linear shift formula vs refit (contact): gap {gap:.3f} sd')
print(f'largest oxide field {eps*F_gate[-1]/(3.9*sc.epsilon_0*1e-2)*1e-6:.2f} '
      'MV/cm')
print(f'lowest triangular subband: {subband[0]*1e3:.0f} to '
      f'{subband[-1]*1e3:.0f} meV; broadening {broadening*1e3:.0f} meV')
print(f'barrier rule for lowest subband energy: N factor '
      f'{np.exp(subband[0]/E0_true):.1f}')
print('no test failed')
```

Printed output:

```
temperatures: [240. 280. 320. 360.] K
gate voltages: 3.5 to 10.5 V, 15 values
noise of ln G: 0.020; oxide 100 nm, C = 34.53 nF/cm2
relative permittivity of film 10.0, mass ratio 0.34, flat-band level -0.45 eV
true mu 15.0 cm2/Vs, N 1.00e+19 cm^-3, E0 40.0 meV, V_FB 0.50 V
prior box low : mu 1 cm2/Vs, N 1e+17 cm^-3, E0 26 meV, V_FB -3 V
prior box high: mu 200 cm2/Vs, N 1e+21 cm^-3, E0 62 meV, V_FB 3 V
E0/kT in example: [1.934 1.658 1.451 1.289]
G at 240 K, lowest and highest gate: 0.0061, 0.2877 uS
G at 280 K, lowest and highest gate: 0.0165, 0.4067 uS
G at 320 K, lowest and highest gate: 0.0353, 0.5445 uS
G at 360 K, lowest and highest gate: 0.0643, 0.6990 uS
280 K, 3.5 V: surface level -0.130 eV, free charge share 0.012, mu_FE 0.41 cm2/Vs
280 K, 10.5 V: surface level -0.019 eV, free charge share 0.082, mu_FE 3.29 cm2/Vs
Poisson test, relative error of F and S: 3.5e-07, 3.7e-06
trap-limited law, relative error: 2.1e-04
degenerate shift, largest error of ln G: 0.0126 for d = 0.5
trap-limit partial corr(mu,N): model 0.9893, law 0.9886
chi-square at best fit: 48.2 for 60 data, 4 parameters
posterior ln mu: mean 2.736, sd 0.017, true 2.708
posterior ln N: mean 43.767, sd 0.012, true 43.749
posterior E0 (meV): mean 40.348, sd 0.767, true 40.000
posterior V_FB (V): mean 0.433, sd 0.111, true 0.500
posterior centre: mu 15.42 cm2/Vs, N 1.02e+19 cm^-3
correlation mu,N: marginal +0.827, partial +0.988
correlation mu,E0: marginal +0.116, partial +0.936
correlation mu,V_FB: marginal -0.123, partial +0.919
correlation N,E0: marginal -0.323, partial -0.950
correlation N,V_FB: marginal +0.264, partial -0.934
correlation E0,V_FB: marginal -0.990, partial -0.998
chains 12, kept steps 4000, acceptance 0.297
largest autocorrelation time 15.1 steps, effective samples 3170, R-hat 1.0034
chain vs quadrature: mean 0.026 sd, sd 0.014 relative, correlation 0.0118
repeated experiments, scatter / posterior sd: [0.96 0.94 0.89 0.9 ]
linearised sd, four T : [0.017 0.012 0.748 0.107] (ln mu, ln N, meV, V)
linearised sd, 280 K only: [0.735 0.445 1.154 0.178] (same)
sd of ln g at band edge 0.026; smallest 0.012 at -0.049 eV
neglected: film 80 nm, contact 20 ohm cm, channel 50 um
neglected: V_FB drift -0.5 mV/K, barrier 10 meV
shifts below in linearised sd of (ln mu, ln N, E0, V_FB)
film thickness: [ 2.25  2.57  0.66 -1.46], rms misfit/noise 0.141
contact resistance: [-0.17 -0.02 -0.08  0.06], rms misfit/noise 0.016
V_FB drift: [3.73 3.05 0.1  0.01], rms misfit/noise 0.182
mobility barrier: [ 0.43 19.75 -0.07  0.28], rms misfit/noise 0.053
barrier: shift of ln N 0.246, trap-limit rule 0.250
linear shift formula vs refit (contact): gap 0.000 sd
largest oxide field 0.96 MV/cm
lowest triangular subband: 54 to 126 meV; broadening 227 meV
barrier rule for lowest subband energy: N factor 3.8
no test failed
```
